\section*{Does impact ionization start when kinetic energy equals the band gap?}

\section*{Question}

I am trying to understand avalanche breakdown in an insulating layer. A conduction electron is accelerated by the field, hits the lattice of filled valence states and lifts a valence electron across the gap $E_g$. Lifting that electron costs $E_g$, so I would expect impact ionization to start as soon as the kinetic energy of the fast electron equals $E_g$. A colleague says that this forgets momentum. But the crystal is full of electrons and the fast one can give up all its energy, so why should momentum matter? If more than $E_g$ is needed, where does the rest go, and is the difference large enough to care about?

\section*{Answer}

Your energy argument gives a lower bound. The electron can give up all its kinetic energy only if it ends at the bottom of the conduction band, and then something else must carry its crystal momentum. Whatever carries it generally has kinetic energy too, and the fast electron has to pay for that as well.

\subsection*{The two balances}

Let $\varepsilon$ be the energy of a conduction electron above the conduction-band minimum; this is what ``kinetic energy'' means here. Before the event there is a fast electron with wavevector $\mathbf k_i$ and a valence electron with wavevector $\mathbf k_v$. Afterwards there are two conduction electrons, $\mathbf k_1$ and $\mathbf k_2$, and an empty valence state. With the valence-band maximum as zero of energy, the valence electron starts at $-\varepsilon_h$, where $\varepsilon_h\ge 0$ is the kinetic energy of the hole it leaves. Energy conservation reads
\begin{equation}
(E_g+\varepsilon_i)-\varepsilon_h=(E_g+\varepsilon_1)+(E_g+\varepsilon_2),
\end{equation}
and therefore
\begin{equation}
\varepsilon_i=E_g+\varepsilon_1+\varepsilon_2+\varepsilon_h .
\label{energy}
\end{equation}
The last three terms are not negative, so $\varepsilon_i\ge E_g$. Equality requires all three products to sit at band extrema.

Crystal momentum is conserved up to a reciprocal-lattice vector $\mathbf G$: $\mathbf k_i+\mathbf k_v=\mathbf k_1+\mathbf k_2+\mathbf G$. A hole has the opposite wavevector to the missing electron, $\mathbf k_h=-\mathbf k_v$, so
\begin{equation}
\mathbf k_i=\mathbf k_1+\mathbf k_2+\mathbf k_h+\mathbf G .
\label{momentum}
\end{equation}
I assume for now that no phonon takes part, since a phonon would add its own energy and momentum to these balances.

\subsection*{The cheapest way to carry the momentum}

Take a direct gap with both extrema at $\mathbf k=0$, and isotropic parabolic bands:
\begin{equation}
\varepsilon=\frac{\hbar^2k^2}{2m_c},\qquad
\varepsilon_h=\frac{\hbar^2k_h^2}{2m_v}.
\end{equation}
Here $m_c$ and $m_v$ are the positive electron and hole masses. Parabolas are not periodic in $\mathbf k$, so within this model $\mathbf G=0$. The final states are taken to be empty.

Products at rest would have total wavevector zero, but the fast electron has $\mathbf k_i\neq0$. We need the smallest kinetic energy that three particles can have when their wavevectors add up to $\mathbf k_i$. Call their masses $m_1=m_2=m_c$ and $m_3=m_v$, write $\mathbf k_3=\mathbf k_h$, and let $M=2m_c+m_v$. Split each wavevector into a share proportional to mass and a remainder:
\begin{equation}
\mathbf k_j=\frac{m_j}{M}\,\mathbf k_i+\mathbf q_j .
\end{equation}
The shares already add up to $\mathbf k_i$, so $\sum_j\mathbf q_j=0$. Insert this into the kinetic energy and expand the square:
\begin{align}
\sum_j\frac{\hbar^2k_j^2}{2m_j}
&=\frac{\hbar^2}{2}\sum_j\left[\frac{m_jk_i^2}{M^2}
+\frac{2\,\mathbf k_i\cdot\mathbf q_j}{M}+\frac{q_j^2}{m_j}\right]\nonumber\\
&=\frac{\hbar^2k_i^2}{2M}+\sum_j\frac{\hbar^2q_j^2}{2m_j}.
\label{squares}
\end{align}
The first sum used $\sum_jm_j=M$, and the middle term vanished because the remainders add up to zero. The last term is never negative, so the minimum is at $\mathbf q_j=0$. All three products then have the same velocity $\hbar\mathbf k_i/M$. Since $\hbar^2k_i^2=2m_c\varepsilon_i$, the unavoidable cost is
\begin{equation}
\frac{\hbar^2k_i^2}{2M}=\frac{m_c}{2m_c+m_v}\,\varepsilon_i .
\label{cost}
\end{equation}

\subsection*{The threshold}

Energy balance can hold only if the fast electron can pay for the gap and for this minimum:
\begin{equation}
\varepsilon_i\ge E_g+\frac{m_c}{2m_c+m_v}\,\varepsilon_i .
\end{equation}
Bring the last term to the left. Its coefficient becomes $1-m_c/(2m_c+m_v)=(m_c+m_v)/(2m_c+m_v)$, which is positive, so we may divide by it:
\begin{equation}
\varepsilon_i\ge E_{\rm th}=E_g\,\frac{2m_c+m_v}{m_c+m_v}
=E_g\left(1+\frac{m_c}{m_c+m_v}\right).
\label{threshold}
\end{equation}
The condition is also sufficient. Increasing the remainders $\mathbf q_j$ from zero raises the product energy continuously and without limit, so any surplus can be absorbed and equation (\ref{energy}) satisfied.

At $\varepsilon_i=E_g$, the electron is short by $E_g\,m_c/(2m_c+m_v)$. The threshold lies above $E_g$ by more than this shortage, because a faster electron also brings more momentum to be carried away.

The mass ratio decides how much the correction matters:
\begin{itemize}
\item For $m_v\gg m_c$, the hole takes up the momentum at almost no energy cost, and $E_{\rm th}\to E_g$. This is the limit in which your argument works.
\item For $m_v=m_c$, three equal masses share the momentum and retain $\varepsilon_i/3$. The remaining $2\varepsilon_i/3$ must equal the gap, so $E_{\rm th}=\tfrac32E_g$.
\item For $m_v\ll m_c$, the hole carries hardly any momentum. Two equal electrons share it and retain $\varepsilon_i/2$, so $E_{\rm th}\to2E_g$.
\end{itemize}

So the extra energy is not lost. It is the kinetic energy with which the two electrons and the hole leave the event.

The process also starts gently. Above threshold, the surplus $x=\varepsilon_i(m_c+m_v)/M-E_g$ must equal the last sum in equation (\ref{squares}). With $\sum_j\mathbf q_j=0$, that sum is a positive quadratic form in six independent components. The volume of $\mathbf q$-space with energy below $x$ grows as $x^3$, so the number of final states per unit energy grows as $x^2$. It vanishes at threshold.

\subsection*{When the threshold really is the gap}

The word ``generally'' matters, because a different band structure can make equality possible. Consider a one-dimensional crystal with lattice constant $a$ and
\begin{equation}
\varepsilon(k)=\frac{E_g}{2}(1+\cos ka),\qquad
\varepsilon_h(k)=B(1-\cos ka),\quad B>0 .
\end{equation}
The conduction minimum is at the zone edge, $k=\pi/a$, and the hole minimum at $k=0$. An electron at $k=0$ has $\varepsilon=E_g$. It can produce two electrons at $\pi/a$ and a hole at $0$, all with zero kinetic energy. Their total wavevector, $2\pi/a$, is a reciprocal-lattice vector, so equation (\ref{momentum}) holds and the threshold equals $E_g$.

Now keep the band width and move the conduction minimum to the centre: $\varepsilon(k)=(E_g/2)(1-\cos ka)$. The energy $E_g$ is reached only at $k=\pi/a$. Products without kinetic energy must all sit at $k=0$, and their total does not match $\pi/a$. No electron in this band can ionize without outside help. The two crystals have the same gap and band width; the positions of the extrema make the difference.

\subsection*{Numbers for a layer resembling SnO$_2$}

Tin dioxide suits the model because its gap is direct and its lowest conduction valley is a single one with a light mass. Take the rough values $E_g=3.6$ eV, $m_c=0.30\,m_e$ and $m_v=1.2\,m_e$, where $m_e$ is the free-electron mass. Then
\begin{equation}
E_{\rm th}=3.6\ {\rm eV}\times\left(1+\frac{0.30}{0.30+1.2}\right)=4.32\ {\rm eV}.
\end{equation}
At $\varepsilon_i=3.6$ eV the electron is short by $3.6\times0.30/1.8=0.60$ eV.

At threshold, $k_i=\sqrt{2m_cE_{\rm th}}/\hbar=5.83$ nm$^{-1}$. Each product electron takes the fraction $0.30/1.8=1/6$, or $0.97$ nm$^{-1}$, and the hole takes $2/3$, or $3.89$ nm$^{-1}$. Each electron has $4.32/36=0.12$ eV. The hole has $4.32\times(2/3)^2\times(0.30/1.2)=0.48$ eV. Together they carry $0.72$ eV, which is $E_{\rm th}-E_g$.

To see what this means for an avalanche, let an electron start from rest in a field $F=3$ MV/cm, or $0.3$ V/nm. It gains $3.6$ eV in $3.6/0.3=12$ nm, but needs $14.4$ nm to reach $4.32$ eV. Suppose the chance of a collision in a short distance $dx$ is $dx/\lambda$. The survival probability then obeys $dP/dx=-P/\lambda$, so $P=e^{-x/\lambda}$. With an assumed $\lambda=2$ nm, $P$ is $2.5\times10^{-3}$ at the gap energy and $7.5\times10^{-4}$ at the threshold. At fixed field and mean free path, the ratio is
\begin{equation}
\exp\left[-\frac{E_{\rm th}-E_g}{eF\lambda}\right]
=\exp\left[-\frac{0.72}{0.6}\right]=0.30 .
\end{equation}
A 20\% change in threshold removes 70\% of these uninterrupted flights. This is not a breakdown rate: electrons can also gain energy over several flights, losing only part of it in each collision.

\subsection*{How far to trust 4.32 eV}

The gap and electron mass are reasonable rough values for SnO$_2$; the hole mass is less certain. With the other inputs fixed, hole masses of $0.9$ and $1.8\,m_e$ give $4.50$ and $4.11$ eV. The field is high, and a real film with defects or grain boundaries may fail below it. The assumption most clearly broken in the real material is that of parabolic bands so far above the minimum. Two estimates show how large the error can be; they do not fix its sign.

First, let the electron energy obey $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m_c$, with the two-band estimate $\alpha=(1-m_c/m_e)^2/E_g=0.136$ eV$^{-1}$. An electron of given energy then has a larger wavevector to pass on. Minimizing the product energy numerically and solving the energy balance gives $5.0$ eV. The initial wavevector is $8.1$ nm$^{-1}$, however. With rough cell lengths $a=0.47$ nm and $c=0.32$ nm, the zone edges are at $\pi/a=6.7$ and $\pi/c=9.8$ nm$^{-1}$, so this isotropic formula is outside its range along $a$. The value of $\alpha$ is also only the small-$k$ term of the two-band model. The full two-band dispersion, $\varepsilon=\gamma_0-E_g/2+\sqrt{E_g^2/4+E_g\gamma_0(m_e/m_c-1)}$ with $\gamma_0=\hbar^2k^2/2m_e$, has the same mass and the same $\alpha$ near the minimum but gives $4.7$ eV. In both cases the hole band is kept parabolic with $m_v=1.2\,m_e$, although the two-band model itself would imply $0.75\,m_e$.

Second, use periodic bands: for each axis with cell length $L$, add $(\hbar^2/mL^2)(1-\cos kL)$, with $m=m_c$ for electrons and $m=m_v$ for holes. A search on a wavevector grid, with reciprocal-lattice vectors allowed, gives a lowest threshold of $4.4$ eV. In this model the electron energy along $a$ alone reaches only $2.3$ eV, so a flight straight along that axis would never ionize. The lowest threshold belongs to an oblique wavevector; a flight straight along $c$ needs about $4.7$ eV. Neither estimate is a calculated band structure of SnO$_2$. Higher conduction bands, left out here, could lower the threshold, but not below $E_g$.

The other omissions have these sizes:
\begin{itemize}
\item \emph{Anisotropy.} Equation (\ref{squares}) separates into components, so each axis has its own cost fraction. An electron mass of $0.25\,m_e$ along $c$ lowers the threshold for motion along $c$ to $4.22$ eV.
\item \emph{Temperature.} At 300 K, $k_BT=0.026$ eV. If the gap changes by $0.10$ eV at fixed masses, the threshold changes by $0.12$ eV.
\item \emph{Phonons.} A phonon of suitable wavevector can take the momentum. With a rough phonon energy of $0.08$ eV, emission allows events from $3.68$ eV. Such events also need the electron--phonon coupling; their rate is not estimated here. Absorbing a phonon supplies outside energy and can even permit an event slightly below $E_g$.
\item \emph{Field.} A strong field blurs energy conservation. Equating the potential drop $eF\ell$ to the confinement energy $\hbar^2/2\mu\ell^2$, with $\mu=m_cm_v/(m_c+m_v)$, gives an energy scale $(e^2F^2\hbar^2/2\mu)^{1/3}=0.24$ eV. This is only a rough scale, because an electron moving along the field also gains energy while the event takes place. It is already a third of the $0.72$ eV excess, so the threshold is not sharp at this field.
\item \emph{Tunnelling across the gap.} Take the two-band decay constant $\kappa=\sqrt{4\mu E(E_g-E)/(\hbar^2E_g)}$ at energy $E$ inside the gap. In a uniform field $dx=dE/eF$, and the exponent $2\int\kappa\,dx$ is $63.5$. The factor $e^{-63.5}\approx3\times10^{-28}$ makes this route negligible in a defect-free layer.
\item \emph{Filled final states.} A Fermi sphere of radius $k_1$ holds $2(4\pi k_1^3/3)/(2\pi)^3=k_1^3/3\pi^2$ electrons per volume. For $k_1=0.97$ nm$^{-1}$ this is $3\times10^{19}$ cm$^{-3}$. The assumption of empty final states therefore fails in a conducting film with an electron density well above this value.
\end{itemize}

For this layer, then, $4.32$ eV is the parabolic-model value, and both band-shape estimates move it upward: by $0.4$ to $0.7$ eV with a nonparabolic conduction band, and by at least $0.1$ eV, depending on direction, with periodic bands. The upward shift comes from the flattening of the conduction band. Flattening of the hole band works the other way, because the hole then carries momentum more cheaply: a parabolic electron with the periodic hole band gives $4.1$ eV along $a$ and $4.2$ eV along $c$. The sign of the correction in the real material depends on which effect wins. What survives the change of band shape is the rule behind it: for an event without phonons, the threshold is the gap plus the least kinetic energy that lets the products carry the crystal momentum the fast electron has at threshold.
